# Callaway's Thermal Conductivity and the Ziman Limit from Momentum Conservation

A calculation of phonon scattering rates delivers two kinds of numbers for each mode: a rate for normal processes, which conserve crystal momentum, and a rate for resistive processes, which do not. To obtain a thermal conductivity one must decide whether the normal rates belong in the total rate that limits the heat current. If they are simply added to the resistive rates, a crystal with very rapid normal scattering is predicted to conduct almost no heat. Callaway's model gives a different answer, because normal processes drive the phonons towards a drifting distribution that still carries heat. The drift velocity is not adjustable: momentum conservation fixes it.

## The model

Consider an isotropic Debye crystal of volume $V$ with three acoustic branches of common speed $v$. A phonon of wavevector $\mathbf q$ has frequency $\omega=vq$ and group velocity $\mathbf v_q=v\mathbf q/q$. The frequencies end at $k_B\Theta/\hbar$, where $\Theta$ is the Debye temperature. Let
$$x=\frac{\hbar\omega}{k_BT},\qquad n_0=\frac{1}{e^x-1},\qquad x_D=\frac{\Theta}{T}. \tag{1}$$

A small, uniform temperature gradient $\nabla T$ is maintained and the state is steady. Resistive processes relax the occupation $n$ towards the local Planck function $n_0$ with relaxation time $\tau_R(x)$. Normal processes relax it towards a displaced Planck function $n_u$ with relaxation time $\tau_N(x)$:
$$\mathbf v_q\cdot\nabla T\,\frac{\partial n_0}{\partial T}=-\frac{n-n_0}{\tau_R}-\frac{n-n_u}{\tau_N}. \tag{2}$$
On the left $n$ has been replaced by $n_0$, since the difference is already of first order in the gradient. The right side is a model of the collision integral: each mode relaxes at its own rate, and modes are coupled only through the target $n_u$.

## Why the normal target is a drifting distribution

The displaced Planck function with drift velocity $\mathbf u$ is
$$n_u=\frac{1}{e^y-1},\qquad y=\frac{\hbar\omega-\hbar\mathbf q\cdot\mathbf u}{k_BT},\qquad |\mathbf u|<v. \tag{3}$$
The condition on $\mathbf u$ keeps $y$ positive. Take a three-phonon process in which phonons 1 and 2 merge into phonon 3. Its forward rate is proportional to $n_1n_2(n_3+1)$ and its backward rate to $(n_1+1)(n_2+1)n_3$, with the same matrix element. Equation (3) gives $(n_i+1)/n_i=e^{y_i}$, so
$$\frac{\text{backward}}{\text{forward}}=\frac{n_1+1}{n_1}\,\frac{n_2+1}{n_2}\,\frac{n_3}{n_3+1}=e^{y_1+y_2-y_3}. \tag{4}$$
Energy conservation, $\omega_3=\omega_1+\omega_2$, cancels the frequencies in the exponent. What remains is $-\hbar(\mathbf q_1+\mathbf q_2-\mathbf q_3)\cdot\mathbf u/k_BT$. In a normal process $\mathbf q_3=\mathbf q_1+\mathbf q_2$, the exponent vanishes, and the two rates balance for any allowed $\mathbf u$. In an Umklapp process $\mathbf q_3=\mathbf q_1+\mathbf q_2-\mathbf G$, with $\mathbf G$ a reciprocal lattice vector, and the ratio is $\exp(-\hbar\mathbf G\cdot\mathbf u/k_BT)$. For $\hbar\mathbf G\cdot\mathbf u/k_BT=0.15$ it equals 0.861, so this process has a net forward rate and changes the drift.

Normal three-phonon processes therefore leave $n_u$ stationary. That they approach it, with a single time $\tau_N(x)$ for each mode, is the assumption made in (2). The balance argument alone does not single out $n_u$ in this model: with strictly one speed, $\omega_3=\omega_1+\omega_2$ and $\mathbf q_3=\mathbf q_1+\mathbf q_2$ allow only collinear processes, and these leave any Planck function with a direction-dependent temperature stationary. In real crystals the branches have different speeds, which allows normal processes that change the direction of propagation; (2) takes such mixing for granted.

## Linearization

Since $dn/dy=-n(n+1)$ for a Planck function, and $y$ differs from $x$ by $-\hbar\mathbf q\cdot\mathbf u/k_BT$, first order in $\mathbf u$ gives
$$n_u-n_0=\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}\,n_0(n_0+1). \tag{5}$$
This requires $|\mathbf u|\ll v$ and $x|\mathbf u|\ll v$ for the thermally occupied modes. At fixed $\omega$, $dx/dT=-x/T$, and so
$$\frac{\partial n_0}{\partial T}=\frac{x}{T}\,n_0(n_0+1). \tag{6}$$

In an isotropic medium $\mathbf u$ must be parallel to $\nabla T$, the only vector available. Write
$$\mathbf u=-\frac{\beta v^2}{T}\nabla T, \tag{7}$$
where $\beta$ is an unknown with the dimension of time. A positive $\beta$ means drift towards the cold side. Because $v^2\mathbf q=\omega\mathbf v_q$,
$$\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}=-\frac{\beta\hbar\omega}{k_BT}\,\frac{\mathbf v_q\cdot\nabla T}{T}=-\beta\,\frac{x}{T}\,\mathbf v_q\cdot\nabla T .$$
Inserting this in (5) and using (6), we find
$$n_u-n_0=-\beta\,\mathbf v_q\cdot\nabla T\,\frac{\partial n_0}{\partial T}. \tag{8}$$
Write the actual deviation in the same form, with a time $\phi$ that may depend on $x$:
$$n-n_0=-\phi(x)\,\mathbf v_q\cdot\nabla T\,\frac{\partial n_0}{\partial T}. \tag{9}$$
A drifting Planck distribution is thus one in which $\phi$ is the same for all modes.

Subtracting (8) from (9) gives $n-n_u=-(\phi-\beta)\,\mathbf v_q\cdot\nabla T\,\partial n_0/\partial T$. In (2) the two minus signs cancel, and division by the common factor leaves
$$1=\frac{\phi}{\tau_R}+\frac{\phi-\beta}{\tau_N}. \tag{10}$$
With the combined time defined by
$$\frac1{\tau_c}=\frac1{\tau_R}+\frac1{\tau_N}, \tag{11}$$
equation (10) reads $\phi/\tau_c=1+\beta/\tau_N$, or
$$\phi=\tau_c\left(1+\frac{\beta}{\tau_N}\right). \tag{12}$$

Energy conservation adds no condition at this order. The deviations (8) and (9) are odd in $\mathbf q$, so both collision terms vanish when multiplied by $\hbar\omega$ and summed over modes.

## Momentum conservation fixes the drift

Normal processes cannot change the total crystal momentum. The normal term in (2) must therefore satisfy
$$\sum_{\mathbf q}\hbar\mathbf q\,\frac{n-n_u}{\tau_N}=0, \tag{13}$$
where the sum includes the three branches. The components perpendicular to $\nabla T$ vanish by symmetry. In the parallel component, $\mathbf q$ and $\mathbf v_q$ each supply a cosine of the angle to $\nabla T$, and the angular average of the squared cosine is $1/3$. For the radial integral, the volume element gives $q^2dq\propto x^2dx$, the momentum gives a factor $x$, and (6) gives $x\,n_0(n_0+1)$. The weight is therefore $x^4n_0(n_0+1)$, which suggests the average
$$\langle f\rangle=\frac{\int_0^{x_D}f(x)\,x^4n_0(n_0+1)\,dx}{\int_0^{x_D}x^4n_0(n_0+1)\,dx}. \tag{14}$$
Constant factors drop out of (13), which becomes
$$\left\langle\frac{\phi-\beta}{\tau_N}\right\rangle=0. \tag{15}$$

From (12), $\phi-\beta=\tau_c-\beta(1-\tau_c/\tau_N)$. Multiplying (11) by $\tau_c$ gives $1-\tau_c/\tau_N=\tau_c/\tau_R$, hence
$$\phi-\beta=\tau_c\left(1-\frac{\beta}{\tau_R}\right). \tag{16}$$
Substitution in (15) yields $\langle\tau_c/\tau_N\rangle=\beta\langle\tau_c/(\tau_N\tau_R)\rangle$, so that
$$\beta=\frac{\langle\tau_c/\tau_N\rangle}{\langle\tau_c/(\tau_N\tau_R)\rangle}. \tag{17}$$

The same condition can be read as a momentum budget. Averaging (10) and using (15) gives
$$\left\langle\frac{\phi}{\tau_R}\right\rangle=1. \tag{18}$$
The left side measures the momentum lost to resistive processes, in units of the momentum supplied by the temperature gradient. Normal processes do not appear in the budget, though they influence how $\phi$ depends on $x$.

## The two-term conductivity

The heat current density is $\mathbf J=V^{-1}\sum\hbar\omega\,\mathbf v_q\,n$. The equilibrium part $n_0$ carries no current. Inserting (9), with the angular average $1/3$ again, gives $\mathbf J=-\kappa\nabla T$ with
$$\kappa=\frac{v^2}{3V}\sum_{\mathbf q}\hbar\omega\,\phi\,\frac{\partial n_0}{\partial T}. \tag{19}$$
The heat capacity per volume is the sum $C=V^{-1}\sum\hbar\omega\,\partial n_0/\partial T$. For each branch the sum becomes $V\int q^2dq/2\pi^2$. With $q=k_BTx/\hbar v$ and $\hbar\omega=k_BTx$,
$$C=\frac{3k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^3\int_0^{x_D}x^4n_0(n_0+1)\,dx. \tag{20}$$
The weight is the one in (14), so (19) is $\kappa=(Cv^2/3)\langle\phi\rangle$. By (12), $\langle\phi\rangle=\langle\tau_c\rangle+\beta\langle\tau_c/\tau_N\rangle$, and (17) then gives Callaway's result:
$$\boxed{\kappa=\frac{Cv^2}{3}\left[\langle\tau_c\rangle+\frac{\langle\tau_c/\tau_N\rangle^2}{\langle\tau_c/(\tau_N\tau_R)\rangle}\right].} \tag{21}$$

The first term is what one obtains by adding all rates. The second is the heat carried because normal processes restore a drifting distribution. It is positive, so adding the rates underestimates $\kappa$ within this model.

There is a direct reason why momentum and heat share one weight. Since $\omega\mathbf v_q=v^2\mathbf q$, the heat current is $v^2$ times the crystal momentum density. Normal processes conserve the latter and so cannot by themselves degrade the former. This identity fails when the branches have different speeds or the dispersion is curved. A common drift velocity can still be determined from (13), but the momentum and heat averages then carry different weights, and (21) no longer follows.

If $\tau_R$ is independent of $x$, (18) gives $\langle\phi\rangle=\tau_R$ at once, and $\kappa=Cv^2\tau_R/3$ whatever $\tau_N(x)$ may be. Normal scattering matters for $\kappa$ when resistive scattering distinguishes between modes: it passes momentum from weakly scattered modes to strongly scattered ones. This rule also rests on the common speed. If one branch is twice as fast as the other two, strong normal scattering lowers $\kappa$ by about 11% even when $\tau_R$ is the same for all modes.

## The Ziman limit

Let normal scattering become dominant by setting $\tau_N=\epsilon\,t(x)$, with $t$ positive and finite for $x>0$, and letting $\epsilon\to0$ at fixed $\tau_R$. Assume that $\langle\tau_R\rangle$ and $\langle1/\tau_R\rangle$ are finite. From (11),
$$\tau_c=\frac{\epsilon t}{1+\epsilon t/\tau_R},\qquad \frac{\tau_c}{\tau_N}=\frac{1}{1+\epsilon t/\tau_R}. \tag{22}$$
At each $x>0$ the first expression tends to zero and the second to one. To take these limits inside the averages, we need bounds that do not depend on $\epsilon$. They are $\tau_c\le\tau_R$, $\tau_c/\tau_N\le1$ and $\tau_c/(\tau_N\tau_R)\le1/\tau_R$, and each bound has a finite average. By dominated convergence,
$$\langle\tau_c\rangle\to0,\qquad\left\langle\frac{\tau_c}{\tau_N}\right\rangle\to1,\qquad\left\langle\frac{\tau_c}{\tau_N\tau_R}\right\rangle\to\left\langle\frac1{\tau_R}\right\rangle .$$
Equation (21) becomes
$$\boxed{\kappa\to\kappa_Z=\frac{Cv^2}{3}\,\frac{1}{\langle1/\tau_R\rangle}.} \tag{23}$$

Equations (12) and (17) show that $\phi$ and $\beta$ both tend to $1/\langle1/\tau_R\rangle$. The phonons drift together, and the drift is slowed by the mean resistive rate. Without normal processes, $\phi=\tau_R$ and $\kappa=(Cv^2/3)\langle\tau_R\rangle$: each mode carries heat for its own lifetime. The two limits thus average the resistive rate and the resistive time respectively.

### How the limit is approached

Write $r=1/\tau_R$ and $\Gamma=\langle r\rangle$, and suppose that $\langle\tau_N\rangle$ and $\langle r^2\tau_N\rangle$ are finite. To first order in $\epsilon$, (22) gives
$$\langle\tau_c\rangle\simeq\langle\tau_N\rangle,\quad \left\langle\frac{\tau_c}{\tau_N}\right\rangle\simeq1-\langle r\tau_N\rangle,\quad \left\langle\frac{r\tau_c}{\tau_N}\right\rangle\simeq\Gamma-\langle r^2\tau_N\rangle .$$
Squaring the second average and expanding the quotient in (21),
$$\langle\phi\rangle\simeq\langle\tau_N\rangle+\frac{1-2\langle r\tau_N\rangle}{\Gamma-\langle r^2\tau_N\rangle}
\simeq\frac1\Gamma+\langle\tau_N\rangle-\frac{2\langle r\tau_N\rangle}{\Gamma}+\frac{\langle r^2\tau_N\rangle}{\Gamma^2}.$$
The last three terms form a square:
$$\kappa-\kappa_Z\simeq\frac{Cv^2}{3}\left\langle\tau_N\left(1-\frac{1}{\Gamma\tau_R}\right)^2\right\rangle. \tag{24}$$
At leading order the limit is approached from above, and the excess vanishes if all modes have the same resistive rate.

### Bounds at any normal rate

The inequality $\kappa\ge\kappa_Z$ holds beyond leading order. Assume that $\langle1/\tau_N\rangle$ is also finite. For a trial function $f(x)$ define
$$Lf=\frac f{\tau_R}+\frac{f-\beta_f}{\tau_N},\qquad \beta_f=\frac{\langle f/\tau_N\rangle}{\langle1/\tau_N\rangle}. \tag{25}$$
By (15), $\beta=\beta_\phi$, so (10) is $L\phi=1$. The definition of $\beta_f$ ensures $\langle(f-\beta_f)/\tau_N\rangle=0$. For a second function $h$ we may therefore subtract the constant $\beta_h$ from $h$ in the normal term:
$$\langle h\,Lf\rangle=\left\langle\frac{hf}{\tau_R}\right\rangle+\left\langle\frac{(h-\beta_h)(f-\beta_f)}{\tau_N}\right\rangle. \tag{26}$$
This is symmetric in $f$ and $h$, and positive when $h=f\ne0$. Expanding $\langle(f-\phi)L(f-\phi)\rangle$ with $L\phi=1$ and rearranging gives
$$2\langle f\rangle-\langle fLf\rangle=\langle\phi\rangle-\langle(f-\phi)L(f-\phi)\rangle\le\langle\phi\rangle. \tag{27}$$
Thus $\langle\phi\rangle$ is the maximum of the left side over trial functions. Three consequences follow.

- For a constant $f=c$ the normal part vanishes and the left side is $2c-c^2\Gamma$. Its maximum, at $c=1/\Gamma$, is $1/\Gamma$, so $\kappa\ge\kappa_Z$.
- Dropping the non-negative normal part raises the left side to $2\langle f\rangle-\langle f^2/\tau_R\rangle=\langle\tau_R\rangle-\langle(f-\tau_R)^2/\tau_R\rangle$. This does not exceed $\langle\tau_R\rangle$, so $\kappa\le(Cv^2/3)\langle\tau_R\rangle$.
- Multiplying all normal rates by one factor greater than one leaves $\beta_f$ unchanged and cannot lower $\langle fLf\rangle$. Hence it cannot raise $\kappa$.

## A worked example

Take a model solid with $v=5000$ m/s, $\Theta=500$ K and $T=20$ K, so $x_D=25$. Let
$$\frac1{\tau_R}=(10^6+5\times10^4x^4)\ \mathrm{s^{-1}},\qquad\frac1{\tau_N}=g\,x^2. \tag{28}$$
The quartic term has the frequency dependence of scattering by point defects. The constant term is a frequency-independent bulk rate, assumed for simplicity; without it $\langle\tau_R\rangle$ would diverge at small $x$. The parameter $g$ sets the strength of normal scattering.

The averages are evaluated by Gauss–Legendre quadrature. The integral in (20) is 25.976, which gives $C=7828\ \mathrm{J\,m^{-3}K^{-1}}$ and
$$\frac{Cv^2}{3}=\frac{7828\times(5000)^2}{3}=6.523\times10^{10}\ \mathrm{W\,m^{-1}K^{-1}s^{-1}}.$$
The resistive averages are $\langle\tau_R\rangle=151.5$ ns and $\langle1/\tau_R\rangle=7.892\times10^7\ \mathrm{s^{-1}}$, whose inverse is 12.67 ns. The upper bound is therefore $6.523\times10^{10}\times151.5\times10^{-9}=9882\ \mathrm{W\,m^{-1}K^{-1}}$. The Ziman value is $6.523\times10^{10}/(7.892\times10^7)=827\ \mathrm{W\,m^{-1}K^{-1}}$. They differ by a factor of twelve because the resistive rate varies strongly with $x$.

For $g=10^7\ \mathrm{s^{-1}}$ the three averages in (21) are
$$\langle\tau_c\rangle=10.50\ \mathrm{ns},\quad\left\langle\frac{\tau_c}{\tau_N}\right\rangle=0.8768,\quad\left\langle\frac{\tau_c}{\tau_N\tau_R}\right\rangle=5.658\times10^7\ \mathrm{s^{-1}}.$$
Equation (17) gives $\beta=0.8768/(5.658\times10^7\ \mathrm{s^{-1}})=15.50$ ns. The drift adds $0.8768\times15.50=13.59$ ns to $\langle\phi\rangle$, and
$$\kappa=6.523\times10^{10}\times(10.50+13.59)\times10^{-9}=1571\ \mathrm{W\,m^{-1}K^{-1}}.$$
The first term alone is 685 $\mathrm{W\,m^{-1}K^{-1}}$, which is 56% below the total. For a gradient of 1 K/m, (7) gives a drift speed of $15.50\times10^{-9}\times(5000)^2/20=0.0194$ m/s, far below $v$.

The dependence on $g$ is as follows, with conductivities in $\mathrm{W\,m^{-1}K^{-1}}$:

| $g$ (s⁻¹) | First term | Drift term | Total |
|---|---:|---:|---:|
| $10^5$ | 8492 | 213 | 8705 |
| $10^6$ | 3926 | 763 | 4689 |
| $10^7$ | 685 | 886 | 1571 |
| $10^8$ | 78 | 837 | 916 |
| $10^9$ | 8 | 828 | 836 |

The total falls steadily, as the third consequence of (27) requires. The drift term does not vary monotonically, and at $g=10^7\ \mathrm{s^{-1}}$ it lies above $\kappa_Z$. At $g=10^9\ \mathrm{s^{-1}}$ the total is within about 1% of $\kappa_Z$, while adding the rates would retain about 1% of the total. At $g=10^{10}\ \mathrm{s^{-1}}$ the excess over $\kappa_Z$ is 0.937 $\mathrm{W\,m^{-1}K^{-1}}$; the leading formula (24) gives 0.941.

The distribution shows the same change. At $g=10^7\ \mathrm{s^{-1}}$, (12) gives $\phi=104.5$, 20.0 and 12.9 ns at $x=1$, 4 and 8, against $\beta=15.5$ ns. By (16), modes with $\tau_R>\beta$ run ahead of the common drift and modes with $\tau_R<\beta$ lag behind it. At $g=10^9\ \mathrm{s^{-1}}$ the three values are 13.7, 12.8 and 12.7 ns, with $\beta=12.7$ ns: the modes that carry most of the heat drift nearly together. The longest waves do not, because their normal rate $gx^2$ vanishes as $x\to0$ and $\phi$ then tends to $\tau_R$.

These results assume a drift that is uniform in space. If momentum is lost mainly at the walls of a sample and normal scattering is rapid, the drift velocity varies across the section, as in Poiseuille flow. A spatial derivative of $n$ must then be kept in (2), and a wall rate added to $1/\tau_R$ does not replace it.
